# Option `coulomb_head`: the $1/q^2$ singularity of the Wannier equation on a k-mesh

On a uniform k-mesh the diagonal element of the electron–hole attraction is infinite, since the kernel goes as $1/|\mathbf k-\mathbf k'|^2$. If it is set to zero, the error in the binding energy falls only linearly with the mesh spacing. In the example below the exact binding energy is 136.06 meV. With the cutoff error removed, the spacing of a $32^3$ mesh gives 85.49 meV, and a mesh error of 1 % of the exact value needs the spacing of about 1200 points per direction. Averaging the kernel over the central cell shrinks this error but leaves it linear.

## Model and option values

The model has parabolic bands, an isotropic reduced mass $\mu$ and a constant dielectric screening $\epsilon$. Energies are in $\mathrm{Ry}^*=\mathrm{Ry}\,\mu/(m_e\epsilon^2)$ and lengths in $a^*=a_0\,\epsilon m_e/\mu$, so $H=-\nabla^2-2/r$. The Fourier transform of $2/r$ is $8\pi/q^2$; dividing by the $(2\pi)^3$ of the convolution measure gives

$$k^2\phi(\mathbf k)-\frac1{\pi^2}\int\! d^3k'\,\frac{\phi(\mathbf k')}{|\mathbf k-\mathbf k'|^2}=E\phi(\mathbf k).$$

The ground state is $\psi=e^{-r}/\sqrt\pi$ with $E=-1$, transform $\phi=8\sqrt\pi/(1+k^2)^2$ and moments $\langle r^n\rangle=4\int r^{n+2}e^{-2r}dr=(n+2)!/2^{n+1}$. The error $E+1$ is therefore also the error relative to the exact binding energy; it is positive for underbinding.

The mesh is simple cubic, $\mathbf k=h(\mathbf n+\mathbf s)$, with offset $\mathbf s=0$ or $(\tfrac12,\tfrac12,\tfrac12)$ and cutoff $|k_i|<K$. The weight $h^3$ times $1/(h^2|\mathbf n-\mathbf m|^2)$ leaves one power of $h$:

$$H_{\mathbf{nm}}=k_{\mathbf n}^2\,\delta_{\mathbf{nm}}-\frac h{\pi^2}W(\mathbf n-\mathbf m).$$

The values `omit`, `cell_diag` and `aux` use $W(\mathbf m)=1/m^2$ for $\mathbf m\ne0$ and differ only in $D=hW(0)/\pi^2$. Since $D$ does not depend on $\mathbf n$, they share eigenvectors, and $E=E_{\rm omit}-D$ for every state. The value `cell_all` replaces every $W(\mathbf m)$ by its cell average. The mesh series below hold for $K\to\infty$ and for the mean over the two offsets.

## The mesh is a supercell

Define $\psi(\mathbf r)=\sum_{\mathbf n}\phi_{\mathbf n}e^{ih(\mathbf n+\mathbf s)\cdot\mathbf r}$ and $L=2\pi/h$. A translation by $L$ along an axis multiplies $\psi$ by $e^{2\pi is}$: periodic for $s=0$, antiperiodic for $s=\tfrac12$. A convolution over $\mathbf n$ is multiplication by a periodic function. Using $4\pi/L^3=h^3/2\pi^2$, the `omit` matrix is exactly $-\nabla^2-2v$ with

$$v(\mathbf r)=\frac{1}{L^3}\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}e^{i\mathbf G\cdot\mathbf r},\qquad \mathbf G=h\mathbf m .$$

Its Laplacian is $-(4\pi/L^3)\sum_{\mathbf G\ne0}e^{i\mathbf G\cdot\mathbf r}=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+4\pi/L^3$, with $\mathbf R$ on the lattice of spacing $L$. Omitting $\mathbf G=0$ thus adds a uniform neutralising background to a lattice of holes. Because $\nabla^2r^2=6$, the function $v-1/r-2\pi r^2/3L^3$ is harmonic for $r<L$. Cubic symmetry admits no $l=2$ harmonic (the only invariant quadratic is $r^2$, which is not harmonic), so

$$v=\frac1r-\frac\xi L+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right)_{l\ge4},$$

which defines the Madelung constant $\xi=2.837297$, evaluated by Ewald summation. The perturbation $-2(v-1/r)$ is

$$\delta V=\frac{\xi h}\pi+\lambda r^2+\dots,\qquad\lambda=-\frac{4\pi}{3L^3}=-\frac{h^3}{6\pi^2}.$$

The $l=4$ term has zero expectation in an s state and first enters at second order, as $h^{10}$. The expansion of $v$ fails beyond $r=L$, where the density is exponentially small, so the energy series is asymptotic.

For second order, write the first-order state as $f\psi$ (Dalgarno–Lewis). With $\psi'=-\psi$, $(H+1)(f\psi)=(-f''-2f'/r+2f')\psi$, and this must equal $-(r^p-\langle r^p\rangle)\psi$ for a unit perturbation $r^p$.

For $p=2$ try $f=ar^3+br^2+d$. The left factor is $6ar^2+(4b-12a)r-6b$, to match $-r^2+3$. Hence $a=-\tfrac16$, $b=3a=-\tfrac12$, and $-6b=3$ is satisfied. Orthogonality $\langle f\rangle=0$ gives $d=\tfrac{7.5}6+\tfrac32=\tfrac{11}4$. Then $E_2=\langle r^2f\rangle=-\tfrac{78.75}6-\tfrac{22.5}2+\tfrac{33}4=-\tfrac{129}8$.

For $p=1$, $f=br^2+d$ gives $4br-6b=-r+\tfrac32$, so $b=-\tfrac14$, $d=\tfrac34$ and $E_2=-\tfrac{7.5}4+\tfrac98=-\tfrac34$.

With $\langle r^2\rangle=3$,

$$E_{\rm omit}+1=\frac{\xi h}{\pi}+3\lambda-\frac{129}8\lambda^2+O(h^9)=0.90314\,h-0.05066\,h^3-0.00460\,h^6+\dots$$

The linear term is a rigid shift of the spectrum, and $D=\xi h/\pi$, meaning $W(0)=\pi\xi=8.913633$, removes it.

## `cell_diag`

Here $W(0)=C=\int d^3x/x^2$ over the unit cube. Since $\nabla\cdot(\mathbf x/x^2)=3/x^2-2/x^2=1/x^2$, $C$ is the flux through six faces. On the face $x=\tfrac12$ put $y=u/2$, $z=w/2$; the flux is $\tfrac12\iint du\,dw/(1+u^2+w^2)$ over $[-1,1]^2$. So $C=3\iint du\,dw/(1+u^2+w^2)=7.674124$. A sphere of equal volume gives $4\pi(3/4\pi)^{1/3}=7.795554$. Subtracting $D=Ch/\pi^2$,

$$E_{\rm cell\_diag}+1=\frac{\pi\xi-C}{\pi^2}h+3\lambda-\frac{129}8\lambda^2+\dots,$$

with slope 0.12559 for the cube and 0.11329 for the sphere. The kernel is scale-free, so the difference between the average and the midpoint value of any other cell is also a pure number times $h/\pi^2$. These numbers are much smaller than $C$, but they too are linear in $h$. It is shown below that averaging all cells leaves no linear term, which identifies $\pi\xi-C$ with the sum of those differences.

## `aux`

Choose $F(\mathbf q)$ with $F\to1/q^2$ at small $q$ and a known integral, and write

$$\int\! d^3q\,\frac{\phi(\mathbf k+\mathbf q)}{q^2}=\int\! d^3q\left[\frac{\phi(\mathbf k+\mathbf q)}{q^2}-\phi(\mathbf k)F(\mathbf q)\right]+\phi(\mathbf k)\int\! d^3q\,F .$$

The bracket is summed on the mesh. At $\mathbf q=0$ it equals $[\phi(\mathbf k+\mathbf q)-\phi(\mathbf k)]/q^2-\phi(\mathbf k)(F-1/q^2)$. The first piece needs derivatives of $\phi$ and is dropped. Collecting the terms proportional to $\phi(\mathbf k)$,

$$\pi^2D=\int\! F\,d^3q-h^3\sum_{\mathbf q\ne0}F-h^3\lim_{q\to0}\left(F-\frac1{q^2}\right).$$

For $F=e^{-\alpha q^2}/q^2$, let $\rho$ be the normalised Gaussian with transform $e^{-\alpha q^2}$, so $\langle r^2\rangle_\rho=6\alpha$. The definition of $v$ gives $h^3\sum'F=2\pi^2\int\rho v$, and $1/r=(2\pi^2)^{-1}\int d^3q\,e^{i\mathbf q\cdot\mathbf r}/q^2$ gives $\int F=2\pi^2\int\rho/r$. Harmonics with $l\ge4$ integrate to zero against $\rho$, so

$$h^3{\sum}'F-\int F=2\pi^2\left[-\frac\xi L+\frac{2\pi}{3L^3}6\alpha\right]=-\pi\xi h+\alpha h^3 .$$

The neglected terms come from a smeared image having potential $\mathrm{erf}(R/2\sqrt\alpha)/R$ in place of $1/R$, and are of order $e^{-L^2/4\alpha}$. The limit term is $-h^3(-\alpha)$ and cancels $\alpha h^3$, so $D=\xi h/\pi$ for any $\alpha\ll L^2$, and

$$E_{\rm aux}+1=-\frac{h^3}{2\pi^2}-\frac{129}{8}\lambda^2+O(h^9).$$

The remaining error overbinds. It is the dropped piece: its angular average is $\nabla_k^2\phi/6$, the operator $\nabla_k^2$ is $-r^2$, and the omitted energy is $+h^3\langle r^2\rangle/6\pi^2=-\lambda\langle r^2\rangle$.

Without the limit term, $D$ is smaller by $\alpha h^3/\pi^2$ and $E$ higher by the same amount. The choice $\alpha=\langle r^2\rangle/6=\tfrac12$ then cancels $3\lambda$. This works for one state only, presupposes its size, and leaves the $\lambda^2$ term.

A periodic function of Gygi–Baldereschi type, $F=a^2/[2\sum_i(1-\cos q_ia)]$, is integrated over the zone of a lattice with constant $a$. For $a=1$, writing $1/A=\int_0^\infty e^{-tA}dt$ factorises the integral into $\tfrac12(2\pi)^3\int e^{-3t}I_0(t)^3dt$, where the last integral is 0.505462. Expanding the cosines gives $F=1/q^2+a^2\sum_iq_i^4/12q^4+\dots$; the second term has no unique limit at $q=0$ and is left out there. Its mesh sum differs from its integral by order $a^2h^3$, so $W(0)$ misses $\pi\xi$ by order $(ha)^2\propto N^{-2}$ on an $N^3$ mesh. Using the angular mean $a^2/20$ as the limit is no remedy: it lowers $W(0)$ by a further $(ha)^2/20$, or 0.0034 at $N=24$, and enlarges the miss. The values are 8.91064, 8.91289 and 8.91345 for $N=24$, 48 and 96, extrapolating to 8.91363, an independent determination of $\pi\xi$.

## `cell_all`

Now $W(\mathbf m)=\int_{\rm cell}d^3x/|\mathbf m+\mathbf x|^2$: samples of $1/q^2$ convolved with a normalised box of side $h$. In real space the convolution is a product, $s(\mathbf r)/r$ with $s=\prod_i\sin(hx_i/2)/(hx_i/2)$, and Poisson summation turns sampling into periodisation:

$$\bar v(\mathbf r)=\sum_{\mathbf R}\frac{s(\mathbf r+\mathbf R)}{|\mathbf r+\mathbf R|}.$$

For $\mathbf R=0$ use $\ln(\sin y/y)=-y^2/6-y^4/180$ with $y=hx_i/2$, and exponentiate: $s=1-h^2r^2/24+h^4[r^4/1152-\sum_ix_i^4/2880]$. The angular average of $\sum_ix_i^4$ is $\tfrac35r^4$, so the bracket averages to $(25-6)r^4/28800$.

For images put $\mathbf R=L\mathbf n$ and $\boldsymbol\tau=\mathbf r/L$. A component $n_i\neq0$ gives the factor $(-1)^{n_i}\sin(\pi\tau_i)/\pi(n_i+\tau_i)$, which vanishes at $\tau_i=0$. The images therefore add no constant, and no term linear in $h$ exists. At order $\tau^2$, three nonzero components do not contribute and two give $\tau_x\tau_y$, which averages to zero. For $\mathbf n=(n,0,0)$, $n>0$, the term is $(-1)^n\tau_x(n+\tau_x)^{-2}/L=(-1)^n(\tau_x/n^2-2\tau_x^2/n^3)/L$. The mirror image cancels the odd part and doubles the even part. With $\sum_{n>0}(-1)^n/n^3=-\tfrac34\zeta(3)$ each axis gives $3\zeta(3)x^2/L^3$. Multiplying by $-2$, the spherical part of the perturbation is

$$\delta V=\frac{h^2r}{12}-\frac{6\zeta(3)r^2}{L^3}-\frac{19h^4r^3}{14400}+O(h^5).$$

First order gives $\tfrac1{12}\cdot\tfrac32=\tfrac18$, then $-18\zeta(3)/8\pi^3$, then $-19\cdot7.5/14400=-\tfrac{19}{1920}$. Second order in the first term adds $-\tfrac34/144=-\tfrac{10}{1920}$:

$$E_{\rm cell\_all}+1=\frac{h^2}8-\frac{9\zeta(3)}{4\pi^3}h^3-\frac{29}{1920}h^4+O(h^5).$$

The image sum converges absolutely: with $j$ nonzero components, $|\mathbf n|\ge\prod|n_i|^{1/j}$ bounds a term by a constant times $\prod|n_i|^{-1-1/j}$. The three coefficients of $\delta V$ are tested on a Gaussian density, where the fitted values 0.188063, −0.174457, −0.023822 meet the derived 0.188063, −0.174457, −0.023821.

## Errors independent of the diagonal

**Offset.** Neighbouring supercells overlap. Let $\chi$ be the state localised in one cell with energy $E_0$ and $\Psi$ the Bloch state. Green's identity over the cell gives $(E-E_0)\int\chi\Psi=\oint(\Psi\,\partial_n\chi-\chi\,\partial_n\Psi)$, with $\int\chi\Psi\approx1$ (Herring's construction). On a face, only $\chi$ and its mirror image matter at leading order. In the periodic case $\Psi=2\chi$ and $\partial_n\Psi=0$, giving $\int\partial_n\chi^2dS=-t$. In the antiperiodic case $\Psi=0$ and $\partial_n\Psi=2\partial_n\chi$, giving $+t$. Six faces give $\mp6t$.

For the free orbital, $\int\chi^2dS=2\int_x^\infty re^{-2r}dr=(x+\tfrac12)e^{-2x}$, whose negative derivative at $x=L/2$ is $Le^{-L}$. Along the axis the `aux` potential has the extra attraction $-2u/L$, $u(\tau)=L(v-1/r)+\xi$ at $r=\tau L$. In WKB the decay constant becomes $\sqrt{1-2u/L}\approx1-u/L$, so $\chi^2$ on the face gains $\gamma=\exp(2\int_0^{1/2}u\,d\tau)=1.2414$. For `omit`, `cell_diag` and `aux`, which share eigenvectors, the splitting is

$$E_{s=1/2}-E_{s=0}=12\gamma Le^{-L}\,[1+O(1/L)].$$

The potential of `cell_all` is different, and so is its $\gamma$. In both cases the mean cancels the splitting. Second neighbours carry the phase $+1$ for both offsets and survive, at order $Le^{-\sqrt2L}$.

**Cutoff.** Let $P$ keep the cube $|k_i|<K$ and $Q=1-P$. From $(H+1)\phi=0$, $(H+1)P\phi=-(H+1)Q\phi$; applying this on both sides, $\langle P\phi|H+1|P\phi\rangle=\langle Q\phi|H+1|Q\phi\rangle$. The leading part is kinetic, with $\phi^2\to64\pi/k^8$: $(8/\pi^2)\int_Qd^3k/k^6$. Beyond one face put $\mathbf k=x(1,u,w)$, $d^3k=x^2dx\,du\,dw$, so $\int_K^\infty x^{-4}dx=1/3K^3$. Six faces give

$$\Delta E=\frac c{K^3},\qquad c=\frac{16}{\pi^2}\iint_{[-1,1]^2}\frac{du\,dw}{(1+u^2+w^2)^3}=2.0340 .$$

The potential term $-\langle Q\phi|2/r|Q\phi\rangle$ is negative. By scaling, $Q\phi$ lives at $r\lesssim1/K$, where $2/r\sim K$ against $k^2\sim K^2$, so the correction is of relative order $1/K$. Relaxation of $P\phi$ can only lower the energy further.

## Solver

All off-diagonal elements are negative, so by the Perron–Frobenius theorem the lowest eigenvector is positive and unique, hence even in each $k_i$; one octant is stored. With indices up to $M$, differences reach $2M$, so a circular convolution of period $4M$, done with cosine transforms, has no aliasing. Davidson iteration uses the preconditioner $1/(k^2+1)$. Cell averages factorise into error functions through $1/x^2=\int_0^\infty e^{-tx^2}dt$. The cells fill a cube with $K=(M+\tfrac12)h$ for $s=0$ and $K=Mh$ for $s=\tfrac12$. Energies for $M=16,20,24,32$ are fitted to $1,K^{-3},K^{-4},K^{-5}$.

## Worked example

Take round model parameters $\mu=0.25\,m_e$, $\epsilon=5$ and a simple cubic lattice with $a=5$ Å, so $\mathrm{Ry}^*=136.057$ meV and $a^*=10.5835$ Å. An $N^3$ mesh has $L=Na/a^*$. The table lists energies extrapolated to $K\to\infty$ and averaged over the two offsets. For $N=32$, $L=160/10.5835=15.118$ and $h=2\pi/L=0.41561$.

The `omit` series is $0.375358-0.003637-0.000024=0.37170$. The `cell_all` series is $0.125(0.17273)-0.08723(0.07179)-0.01510(0.02984)=0.02159-0.00626-0.00045=0.01488$. The binding energy is $(1-[E+1])\,\mathrm{Ry}^*$, for example $0.628304\times136.057=85.49$ meV.

| value | $E+1$, mesh | $E+1$, series | binding (meV) |
|---|---|---|---|
| `omit` | 0.371696 | 0.371698 | 85.49 |
| `cell_diag` | 0.048534 | 0.048536 | 129.45 |
| `cell_all` | 0.015105 | 0.014879 | 134.00 |
| `aux` | −0.003663 | −0.003661 | 136.56 |

Three rows share one diagonalisation, so they miss their series by the same amount: $4.6\times10^{-5}$ and $6\times10^{-6}$ for $N=24$ and 28, and of order $10^{-6}$ for $N=32$. The fit to $K\to\infty$ is itself uncertain at the $10^{-6}$ level, so the last digit of the mesh column and the size of the miss at $N=32$ are not resolved. The first drop is steeper than the factor $(28/24)^9=4.0$ of an $h^9$ term, so such a term alone does not account for it. The `cell_all` remainder divided by $h^5$ is 0.0157, 0.0173 and 0.0183, not yet constant over this range. The Gaussian with $\alpha=\tfrac12$ and no limit term leaves −0.000026 at $N=32$, close to the $\lambda^2$ term −0.000024.

The offset splittings are $2.115\times10^{-3}$, $3.711\times10^{-4}$ and $6.4\times10^{-5}$, about 4 to 5 % above the leading term of the Herring formula. The fitted $c$ runs from 2.006 to 2.038. Cutting the shifted $N=32$ mesh at the zone boundary, $K=\pi a^*/a=6.650$, raises the energy by 0.005775 (0.79 meV), 83 % of $c/K^3=0.006917$, with the sign of deviation derived above. The numerical check below asserts the four series, the splitting within 25 % of the Herring formula, the fitted $c$ within 5 % and the zone-boundary error within 30 % of $c/K^3$; the sign of that last deviation and the fall of the series remainders are read from the output, not asserted.

## Settings

**Default.** Use `aux` with the limit term and $\alpha\ll L^2$, and sum $F$ until $e^{-\alpha q^2}$ is negligible, if necessary beyond the cutoff $K$ of the mesh; on a simple cubic mesh this equals setting $W(0)=\pi\xi$. By the series, a mesh error of 1 % of the exact binding energy needs $h=0.0111$, 0.0798, 0.324 and 0.579 for `omit`, `cell_diag`, `cell_all` and `aux`, or $N=1202$, 167, 42 and 23 in the example. These are extrapolations of the series for the offset mean without cutoff, not runs. For `aux` the series at $N=23$ gives $-0.009967$, only $3\times10^{-5}$ inside the threshold, while the computed value at $N=24$ already lies $4.6\times10^{-5}$ below the series; $N=24$ is the first mesh shown to meet 1 %.

**Offsets.** Near that `aux` threshold the offset matters. At $N=24$ the mean error −0.00880 becomes $-0.00880\mp0.00106$, or −0.00986 for $s=0$ and −0.00774 for $s=\tfrac12$. For the ground state, run both offsets unless $6\gamma Le^{-L}$ is below the target.

**Extrapolation.** A straight line in $h$ is biased. For $E+1=bh-Ah^3$ the line through $h_1,h_2$ has intercept $[h_1(E_2+1)-h_2(E_1+1)]/(h_1-h_2)=Ah_1h_2(h_1+h_2)$. With `omit`, $A=0.05066$ and $N=24$, 32, this is $0.05066\times0.55415\times0.41561\times0.96976=0.01132$; the computed bias is 0.01175, or 1.60 meV. Subtract $\xi h/\pi$ exactly and extrapolate the rest in $h^3$. For `cell_all` the $h^3$ term is 29 % of the $h^2$ term at $N=32$, so both must be fitted.

**Cutoff.** Converge $K$ separately. With `aux` the mesh and cutoff errors have opposite signs: the shifted $N=32$ mesh cut at the zone boundary has $-0.00366+0.00003+0.00578=+0.0021$, a partial cancellation and not convergence.

**Range of validity.** The rigid shift and its removal hold for every state of this model whose extent is small against $L$. The $h^3$ term is $\lambda\langle r^2\rangle$ at first order, so more extended states need finer meshes, and d states feel the $l=4$ term at first order, as $h^5$. All series need $L\gg1$. A non-cubic mesh changes $\xi$ and admits $l=2$ terms of order $h^3$. Their first-order energy vanishes for the 1s state but not in general: they couple 3s, for example, to the degenerate 3d states. With an anisotropic mass the ground state is not spherical, and on a non-cubic mesh its first-order energy does not vanish in general either; a simple cubic mesh has no $l=2$ term. Screening of the form $\epsilon(q)=\epsilon+O(q^2)$, regular at $q=0$, changes the kernel only by a part that is finite there. Omitting that part at $q=0$ costs order $h^3$, so the linear term $\xi h/\pi$ stays and the higher coefficients change. Two-dimensional kernels and the band overlaps of a full Bethe–Salpeter kernel are not covered by the series derived here.

## Computed results

```
mu = 0.25 m_e, eps = 5.0, a = 5.0 A; Ry* = 136.057 meV, a* = 10.5835 A
xi = 2.837297, pi*xi = 8.913633, background curvature = 2.09440 (2pi/3 = 2.09440)
C cube = 7.674124, C sphere = 7.795554, Watson integral = 0.505462
periodic F constant: N=24 8.91064, 48 8.91289, 96 8.91345, limit 8.91363
h slopes (Ry*): omit 0.90314, cube 0.12559, sphere 0.11329
aux series (Ry*): h^3 -0.05066, h^6 -0.00460; E2(r^2) = -16.125, E2(r) = -0.75
all-cell series (Ry*): h^2 0.12500, h^3 -0.08723, h^4 -0.01510
Gaussian test h^2,h^3,h^4 fitted: 0.188063 -0.174457 -0.023822
Gaussian test h^2,h^3,h^4 derived: 0.188063 -0.174457 -0.023821
gamma = 1.2414, cutoff c = 2.0340 Ry* a*^-3; cutoffs M = (16, 20, 24, 32)
N = 24: h = 0.55415 1/a*, L = 11.3384 a*, D_aux = 0.500478 Ry*
  E+1 omit 0.491678 (series 0.491724) Ry*
  E+1 cube diagonal 0.060795 (series 0.060841) Ry*
  E+1 all cells 0.022940 (series 0.022117) Ry*, rest/h^5 = 0.0157
  E+1 auxiliary -0.008800 (h^3 only -0.008621, with h^6 -0.008754) Ry*
  E+1 Gaussian alpha=1/2 without regular part -0.000179 Ry*
  offset splitting 2.115e-03 (Herring 2.011e-03) Ry*, ratio 1.052
  fitted cutoff c = 2.0062 Ry* a*^-3
N = 28: h = 0.47499 1/a*, L = 13.2281 a*, D_aux = 0.428981 Ry*
  E+1 omit 0.423493 (series 0.423499) Ry*
  E+1 cube diagonal 0.054165 (series 0.054171) Ry*
  E+1 all cells 0.018505 (series 0.018085) Ry*, rest/h^5 = 0.0173
  E+1 auxiliary -0.005488 (h^3 only -0.005429, with h^6 -0.005482) Ry*
  E+1 Gaussian alpha=1/2 without regular part -0.000059 Ry*
  offset splitting 3.711e-04 (Herring 3.546e-04) Ry*, ratio 1.047
  fitted cutoff c = 2.0242 Ry* a*^-3
N = 32: h = 0.41561 1/a*, L = 15.1178 a*, D_aux = 0.375358 Ry*
  E+1 omit 0.371696 (series 0.371698) Ry*
  E+1 cube diagonal 0.048534 (series 0.048536) Ry*
  E+1 all cells 0.015105 (series 0.014879) Ry*, rest/h^5 = 0.0183
  E+1 auxiliary -0.003663 (h^3 only -0.003637, with h^6 -0.003661) Ry*
  E+1 Gaussian alpha=1/2 without regular part -0.000026 Ry*
  offset splitting 6.367e-05 (Herring 6.123e-05) Ry*, ratio 1.040
  fitted cutoff c = 2.0380 Ry* a*^-3
N = 32 binding (meV): omit 85.49, cube 129.45, all 134.00, aux 136.56
zone-boundary cutoff K = 6.6498 1/a*: error 0.005775 Ry* = 0.786 meV, c/K^3 = 0.006917 Ry*
linear extrapolation N=24,32: bias 0.01175 Ry* = 1.60 meV (formula 0.01132 Ry*)
1% mesh error by series, omit: h = 0.0111 1/a*, N = 1202
1% mesh error by series, cube diagonal: h = 0.0798 1/a*, N = 167
1% mesh error by series, all cells: h = 0.3242 1/a*, N = 42
1% mesh error by series, auxiliary: h = 0.5789 1/a*, N = 23
```
